**In-plane hole masses in an infinite well: numerical tests**

The program tests $m_b/m_\parallel=1+\tfrac32T_n(\theta)/\theta$ for the spherical Luttinger model with hard walls. Here $m_b$ is the bulk mass of the subband's own branch, $\theta$ is half the well width times the wave number of the other branch at the subband edge, and $T_n$ is $\cot\theta$ for odd $n$ and $-\tan\theta$ for even $n$. It asserts agreement with curvatures from a four-component diagonalization and with explicit second-order sums over levels. It also asserts the form of the admixed envelope, the energy carried by its wall part, and the linear splitting at one resonance. The largest curvature error is $1.1\times10^{-5}$ in units of $1/m_e$. For $\gamma_1=7$ and $\gamma=2.5$, HH2 and LH2 have negative masses among the lowest seven subbands. A scan of 588 mass ratios, none of them with $\sqrt{m_l/m_h}=j/(j+1)$ for a positive integer $j$, finds a negative-mass subband at each one.

## Verification by program

```python
"""
In-plane hole masses of an infinite well, spherical Luttinger model.
Result under test, for subband n of branch b (H heavy, L light):
    m_b / m_inplane = 1 + (3/2) T / theta,
    T = cot(theta) for odd n, -tan(theta) for even n,
    theta = q * width / 2, q = wave number of the OTHER bulk branch at the
    energy of the subband edge.
Also tested: for each mass ratio away from resonance some subband has a
negative in-plane mass.
g1, g : Luttinger parameters; nu = sqrt(m_light / m_heavy).
Hole energies count upward. Hartree atomic units; internally width = 1, so
energies are in 1/width^2 and wave numbers in 1/width.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy.optimize import minimize_scalar
from scipy import constants as const

# ---------- spin 3/2 matrices, order 3/2, 1/2, -1/2, -3/2 ----------
spin_z = np.diag([1.5, 0.5, -0.5, -1.5])
raising = np.diag([np.sqrt(3.0), 2.0, np.sqrt(3.0)], 1)
spin_x = (raising + raising.T) / 2
anti_xz = spin_x @ spin_z + spin_z @ spin_x


class Well:
    """Orthonormal polynomials vanishing at z = -1/2 and z = 1/2."""

    def __init__(self, size):
        x, w = legendre.leggauss(80)
        self.z, self.w = x / 2, w / 2
        values, slopes = [], []
        for i in range(size):
            c = np.zeros(i + 3)
            c[i + 2], c[i] = 1.0, -1.0
            values.append(legendre.legval(x, c))
            slopes.append(2 * legendre.legval(x, legendre.legder(c)))
        values, slopes = np.array(values).T, np.array(slopes).T
        root_w = np.sqrt(self.w)[:, None]
        _, upper = np.linalg.qr(root_w * values)
        inverse = np.linalg.inv(upper)
        self.f, df = values @ inverse, slopes @ inverse
        self.size = size
        self.kz2 = df.T @ (self.w[:, None] * df)
        self.kz = -1j * (self.f.T @ (self.w[:, None] * df))
        self.kz = (self.kz + self.kz.conj().T) / 2

    def hamiltonian(self, g1, g, k):
        one = np.eye(self.size)
        kinetic = np.kron(k**2 * one + self.kz2, np.eye(4))
        kj2 = (np.kron(k**2 * one, spin_x @ spin_x)
               + np.kron(self.kz2, spin_z @ spin_z)
               + k * np.kron(self.kz, anti_xz))
        return 0.5 * ((g1 + 2.5 * g) * kinetic - 2 * g * kj2)

    def doublets(self, g1, g, k):
        e = np.linalg.eigvalsh(self.hamiltonian(g1, g, k))
        return (e[0::2] + e[1::2]) / 2


def inverse_bulk(g1, g, branch):
    return g1 - 2 * g if branch == "H" else g1 + 2 * g


def edge_energy(g1, g, branch, n):
    return inverse_bulk(g1, g, branch) * (n * np.pi)**2 / 2


def angle_and_t(g1, g, branch, n):
    nu = np.sqrt((g1 - 2 * g) / (g1 + 2 * g))
    theta = n * np.pi / 2 * (nu if branch == "H" else 1 / nu)
    t = 1 / np.tan(theta) if n % 2 else -np.tan(theta)
    return theta, t


def formula_ratio(g1, g, branch, n):
    theta, t = angle_and_t(g1, g, branch, n)
    return 1 + 1.5 * t / theta


def summed_ratio(g1, g, branch, n, terms=3000):
    """m_b/m_inplane from the explicit second-order sum over levels."""
    other = "L" if branch == "H" else "H"
    m = np.arange(1 + n % 2, terms, 2)
    p_squared = (4.0 * m * n / (m**2 - n**2))**2
    gap = edge_energy(g1, g, branch, n) - edge_energy(g1, g, other, m)
    diagonal = g1 + g if branch == "H" else g1 - g
    total = diagonal + 2 * np.sum(3 * g**2 * p_squared / gap)
    return total / inverse_bulk(g1, g, branch)


def ordered_subbands(g1, g, count):
    levels = [(edge_energy(g1, g, b, n), b, n)
              for b in "HL" for n in range(1, 12)]
    return sorted(levels)[:count]


well = Well(26)

# ---------- curvature of the full four-component problem ----------
worst_curvature = 0.0
worst_sum = 0.0
numerical_inverse = {}
for g1, g, count in [(7.0, 2.5, 7), (5.0, 1.2, 6)]:
    h = 0.03
    e0, e1, e2 = [well.doublets(g1, g, k) for k in (0.0, h, 2 * h)]
    c1, c2 = 2 * (e1 - e0) / h**2, 2 * (e2 - e0) / (2 * h)**2
    curvature = (4 * c1 - c2) / 3
    for i, (energy, b, n) in enumerate(ordered_subbands(g1, g, count)):
        assert abs(e0[i] / energy - 1) < 1e-7
        predicted = inverse_bulk(g1, g, b) * formula_ratio(g1, g, b, n)
        numerical_inverse[(g1, b, n)] = curvature[i]
        worst_curvature = max(worst_curvature, abs(curvature[i] - predicted))
        difference = summed_ratio(g1, g, b, n) - formula_ratio(g1, g, b, n)
        worst_sum = max(worst_sum, abs(difference))
# finite-difference remainder and rounding set this tolerance
assert worst_curvature < 5e-4
assert worst_sum < 1e-6

# ---------- admixed envelope and the energy carried by its wall part ------
g1, g = 7.0, 2.5
k = 1e-3
_, vectors = np.linalg.eigh(well.hamiltonian(g1, g, k))
worst_envelope = 0.0
worst_wall_energy = 0.0
for i, (_, b, n) in enumerate(ordered_subbands(g1, g, 6)):
    wave = n * np.pi
    z, w = well.z, well.w
    if n % 2:
        psi = np.sqrt(2) * np.cos(wave * z)
        dpsi = -wave * np.sqrt(2) * np.sin(wave * z)
        dpsi_wall = -wave * np.sqrt(2) * np.sin(wave / 2)
    else:
        psi = np.sqrt(2) * np.sin(wave * z)
        dpsi = wave * np.sqrt(2) * np.cos(wave * z)
        dpsi_wall = wave * np.sqrt(2) * np.cos(wave / 2)
    theta, t = angle_and_t(g1, g, b, n)
    shape = np.sin if n % 2 else np.cos
    chi = dpsi_wall * shape(2 * theta * z) / shape(theta)
    sign = -1 if b == "H" else 1
    factor = sign * 1j * np.sqrt(3) / (2 * wave**2)
    pair = vectors[:, 2 * i:2 * i + 2].reshape(well.size, 4, 2)
    on_grid = np.einsum("zi,isc->zsc", well.f, pair)
    main, partner = ((0, 3), 1) if b == "H" else ((1, 2), 0)
    overlap = np.array([[np.sum(w * psi * on_grid[:, s, c])
                         for c in (0, 1)] for s in main])
    state = on_grid @ np.linalg.inv(overlap)[:, 0]
    admixture = state[:, partner] / k
    error = np.max(np.abs(admixture - factor * (dpsi - chi)))
    worst_envelope = max(worst_envelope,
                         error / np.max(np.abs(factor * (dpsi - chi))))
    # what is left after removing the bulk-like part of the admixture
    wall_part = admixture - factor * dpsi
    wall_inverse = 2 * np.real(-1j * np.sqrt(3) * g
                               * np.sum(w * dpsi * wall_part))
    expected = inverse_bulk(g1, g, b) * 1.5 * t / theta
    worst_wall_energy = max(worst_wall_energy, abs(wall_inverse - expected))
assert worst_envelope < 1e-3
assert worst_wall_energy < 1e-3

# ---------- resonance: heavy 2 meets light 1, linear dispersion ----------
g1_res, g_res, k_res = 10.0, 3.0, 0.002
e_res = well.doublets(g1_res, g_res, k_res)
slope_numeric = (e_res[2] - e_res[1]) / (2 * k_res)
slope_formula = np.sqrt(3) * g_res * 4 * 1 * 2 / 3
assert abs(slope_numeric / slope_formula - 1) < 1e-3

# ---------- a negative mass for each nonresonant mass ratio ----------


def gamma_from_nu(nu):
    """g for g1 = 1."""
    return (1 - nu**2) / (2 * (1 + nu**2))


def competing(nu, j):
    gam = gamma_from_nu(nu)
    heavy = summed_ratio(1.0, gam, "H", j + 1)
    light = summed_ratio(1.0, gam, "L", j - 1) if j > 1 else np.inf
    return heavy, light


least_negative = -np.inf
scan_count = 0
for j in range(1, 13):
    low, high = (j - 1) / j, j / (j + 1)
    for s in np.linspace(0.02, 0.98, 49):
        lowest = min(competing(low + s * (high - low), j))
        least_negative = max(least_negative, lowest)
        scan_count += 1
assert least_negative < 0
x = np.linspace(0.01, np.pi / 2, 500)
assert np.all(1 / np.tan(x) - 1 / x + 4 * x / np.pi**2 > -1e-12)

# ---------- worked example ----------
width = 200.0
hartree_mev = const.physical_constants["Hartree energy in eV"][0] * 1e3
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
to_mha = 1e3 / width**2
nu = np.sqrt((g1 - 2 * g) / (g1 + 2 * g))

grid = np.linspace(0, 6, 61)
second = np.array([well.doublets(g1, g, q)[1] for q in grid])
place = int(np.argmin(second))
assert 0 < place < len(grid) - 1
best = minimize_scalar(lambda q: well.doublets(g1, g, q)[1],
                       bounds=(grid[place - 1], grid[place + 1]),
                       method="bounded", options={"xatol": 1e-7})
k_min, e_min = best.x, best.fun
depth = second[0] - e_min
assert depth > 0
assert abs(Well(20).doublets(g1, g, k_min)[1] - e_min) < 1e-6

print(f"gamma1 = {g1:.1f}, gamma = {g:.1f} (dimensionless)")
print(f"well width = {width:.0f} bohr = {width * bohr_nm:.3f} nm")
print(f"bulk heavy mass = {1 / (g1 - 2 * g):.5f} m_e")
print(f"bulk light mass = {1 / (g1 + 2 * g):.5f} m_e")
print(f"nu = sqrt(ml/mh) = {nu:.5f}")
print("subband: edge [mHa], theta [rad], T, m_b/m, m [m_e]")
negative = []
for energy, b, n in ordered_subbands(g1, g, 7):
    theta, t = angle_and_t(g1, g, b, n)
    ratio = formula_ratio(g1, g, b, n)
    mass = 1 / (inverse_bulk(g1, g, b) * ratio)
    if mass < 0:
        negative.append(f"{b}H{n}")
    print(f" {b}H{n}: {energy * to_mha:.5f}, {theta:.5f}, {t:.5f}, "
          f"{ratio:.5f}, {mass:.5f}")
print("negative-mass subbands:", ", ".join(negative))
print("inverse mass [1/m_e]: bulk part, wall part, full numerics")
for energy, b, n in ordered_subbands(g1, g, 7):
    bulk = inverse_bulk(g1, g, b)
    wall = bulk * (formula_ratio(g1, g, b, n) - 1)
    print(f" {b}H{n}: {bulk:.4f}, {wall:.4f}, "
          f"{numerical_inverse[(g1, b, n)]:.4f}")
print(f"HH2 minimum at k*width = {k_min:.4f} (dimensionless)")
print(f"HH2 minimum at k = {k_min / width:.6f} 1/bohr")
print(f"HH2 energy at minimum = {e_min * to_mha:.5f} mHa")
print(f"HH2 depth below k=0 edge = {depth * to_mha:.5f} mHa")
print(f"HH2 depth = {depth * to_mha * 1e-3 * hartree_mev:.3f} meV")
drop_exact = second[0] - well.doublets(g1, g, 0.5)[1]
drop_parabola = -0.5**2 / 2 * (g1 - 2 * g) * formula_ratio(g1, g, "H", 2)
print(f"HH2 drop at k*width=0.5, full: {drop_exact * to_mha:.6f} mHa")
print(f"HH2 drop there, parabola: {drop_parabola * to_mha:.6f} mHa")
print("competing subbands: nu, then m_b/m of each")
for nu_test, j in [(0.30, 1), (0.52, 2), (0.64, 2), (0.70, 3), (0.90, 10)]:
    if j == 10:
        nu_test = 0.905
    heavy, light = competing(nu_test, j)
    tail = f", LH{j - 1} {light:.4f}" if j > 1 else ""
    print(f" nu={nu_test:.3f}: HH{j + 1} {heavy:.4f}{tail}")
print(f"mass ratios scanned = {scan_count}")
print(f"least negative of the lower m_b/m = {least_negative:.4f}")
print(f"resonance gamma1={g1_res:.0f}, gamma={g_res:.0f}: HH2 = LH1")
print(f" slope*width, numerics = {slope_numeric:.5f} (a.u.)")
print(f" slope*width, formula  = {slope_formula:.5f} (a.u.)")
print(f"largest curvature error = {worst_curvature:.1e} 1/m_e")
print(f"largest error of sum vs formula = {worst_sum:.1e}")
print(f"largest relative envelope error = {worst_envelope:.1e}")
print(f"largest wall-part error = {worst_wall_energy:.1e} 1/m_e")
print("all assertions hold")
```

Output:

```
gamma1 = 7.0, gamma = 2.5 (dimensionless)
well width = 200 bohr = 10.584 nm
bulk heavy mass = 0.50000 m_e
bulk light mass = 0.08333 m_e
nu = sqrt(ml/mh) = 0.40825
subband: edge [mHa], theta [rad], T, m_b/m, m [m_e]
 HH1: 0.24674, 0.64127, 1.33954, 4.13329, 0.12097
 HH2: 0.98696, 1.28255, -3.37263, -2.94445, -0.16981
 LH1: 1.48044, 3.84765, 1.17275, 1.45720, 0.05719
 HH3: 2.22066, 1.92382, -0.36846, 0.71271, 0.70155
 HH4: 3.94784, 2.56510, 0.65017, 1.38020, 0.36227
 LH2: 5.92176, 7.69530, -6.24890, -0.21806, -0.38215
 HH5: 6.16850, 3.20637, 15.41481, 8.21132, 0.06089
negative-mass subbands: HH2, LH2
inverse mass [1/m_e]: bulk part, wall part, full numerics
 HH1: 2.0000, 6.2666, 8.2666
 HH2: 2.0000, -7.8889, -5.8889
 LH1: 12.0000, 5.4863, 17.4863
 HH3: 2.0000, -0.5746, 1.4254
 HH4: 2.0000, 0.7604, 2.7604
 LH2: 12.0000, -14.6167, -2.6167
 HH5: 2.0000, 14.4226, 16.4226
HH2 minimum at k*width = 1.4372 (dimensionless)
HH2 minimum at k = 0.007186 1/bohr
HH2 energy at minimum = 0.92994 mHa
HH2 depth below k=0 edge = 0.05702 mHa
HH2 depth = 1.552 meV
HH2 drop at k*width=0.5, full: 0.016024 mHa
HH2 drop there, parabola: 0.018403 mHa
competing subbands: nu, then m_b/m of each
 nu=0.300: HH2 -1.1906
 nu=0.520: HH3 0.2601, LH1 -3.0896
 nu=0.640: HH3 -2.9370, LH1 0.2553
 nu=0.700: HH4 -0.0496, LH2 -0.4643
 nu=0.905: HH11 -0.3548, LH9 -0.1037
mass ratios scanned = 588
least negative of the lower m_b/m = -0.2183
resonance gamma1=10, gamma=3: HH2 = LH1
 slope*width, numerics = 13.85641 (a.u.)
 slope*width, formula  = 13.85641 (a.u.)
largest curvature error = 1.1e-05 1/m_e
largest error of sum vs formula = 7.8e-10
largest relative envelope error = 2.5e-07
largest wall-part error = 3.6e-06 1/m_e
all assertions hold
```
